**Core level coupled to one plasmon: exact lines, GW and cumulant**

The program treats a core level of energy $\varepsilon$ whose hole couples with strength $g$ to a plasmon of energy $\omega_p$, with $S=g^2/\omega_p^2$. It diagonalizes the full fermion–boson matrix and asserts that the first eight removal lines lie at $\varepsilon+S\omega_p-n\omega_p$ with Poisson weights, at two coupling strengths. It asserts the GW self-energy against a frequency quadrature with finite broadening, and the two one-shot GW lines against numerical roots of Dyson's equation and against the hole Hamiltonian cut off at one plasmon. The moments of the exact, one-shot and self-consistent spectra are asserted to agree up to third order and to differ at fourth order by the number of plasmon pairings kept. The exponential of the second-order cumulant, computed as a double time integral, is asserted to equal the hole amplitude from a matrix exponential. For $\omega_p=15$ eV and $g=9$ eV the output shows exact satellites every 15 eV, while the satellite of one-shot GW lies 23.4 eV below its main line, or 20.4 eV when the level in $G_0$ is aligned. Self-consistent GW gives a series of satellites, the first of them 19.0 eV below the main line.

## Program and output

```python
"""Core level coupled to one plasmon mode (Langreth model), hbar = 1, energies in eV.

H = level c^dag c + wp a^dag a + g c c^dag (a + a^dag),   S = (g/wp)^2
Initial state: filled core level, plasmon vacuum.  Removal energy w = E_N - E_(N-1).
Results under test:
  exact lines      w = level + S wp - n wp, weights exp(-S) S^n / n!
  one-shot GW      two lines only, separated by wp sqrt(1 + 4 S)
  aligned GW       (G0 level put at the exact main line) separation wp (1 + S)
  cumulant         exp(C) with second-order C equals the exact hole amplitude
All relative energies x are measured from the bare level: x = w - level.
"""
import math
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy import constants

LEVEL, WP, G = -100.0, 15.0, 9.0
NBOSON = 60


def boson_operators(size):
    lower = np.diag(np.sqrt(np.arange(1.0, size)), 1)
    return lower, lower.T


def exact_lines(level, wp, g):
    """Removal lines (x, weight) from the full fermion-boson matrix."""
    a, adag = boson_operators(NBOSON)
    one_b, one_f = np.eye(NBOSON), np.eye(2)
    c = np.array([[0.0, 1.0], [0.0, 0.0]])       # basis: empty, filled
    ham = (level * np.kron(c.T @ c, one_b) + wp * np.kron(one_f, adag @ a)
           + g * np.kron(c @ c.T, a + adag))
    initial = np.zeros(2 * NBOSON)
    initial[NBOSON] = 1.0
    # The filled core feels no coupling: the initial state is an eigenstate.
    assert np.allclose(ham @ initial, level * initial, atol=1e-12)
    energies, states = np.linalg.eigh(ham)
    assert abs(energies[0] - level) < 1e-9       # it is also the ground state
    weights = (states.T @ (np.kron(c, one_b) @ initial)) ** 2
    x = (level - energies) - level
    keep = weights > 1e-14
    order = np.argsort(-x[keep])
    return x[keep][order], weights[keep][order]


def gw_lines(wp, g, shift=0.0):
    """Zeros and residues of the Dyson equation; shift moves the G0 level."""
    pole = shift - wp

    def dyson(x):
        return x - g**2 / (x - pole)

    roots = [brentq(dyson, pole + 1e-9, pole + 1e3, xtol=1e-13),
             brentq(dyson, pole - 1e3, pole - 1e-9, xtol=1e-13)]
    weights = []
    for x in roots:
        h = 1e-4 * abs(x - pole)
        weights.append(2 * h / (dyson(x + h) - dyson(x - h)))
    return np.array(roots), np.array(weights)


def self_consistent_lines(wp, g):
    n = np.arange(NBOSON)
    off = g * np.ones(NBOSON - 1)
    x, v = np.linalg.eigh(np.diag(-wp * n) + np.diag(off, 1) + np.diag(off, -1))
    return x[::-1], (v[0] ** 2)[::-1]


def moment(lines, k):
    return float(np.sum(lines[1] * lines[0] ** k))


# Exact spectrum against the Poisson law, moderate and strong coupling
for g in (G, 24.0):
    s = (g / WP) ** 2
    x, w = exact_lines(LEVEL, WP, g)
    for n in range(8):
        assert abs(x[n] - (s - n) * WP) < 1e-7
        assert abs(w[n] - math.exp(-s) * s**n / math.factorial(n)) < 1e-10

# GW self-energy by frequency quadrature with a finite broadening eta
eta, npts = 1.0, 4000
theta = -np.pi / 2 + (np.arange(npts) + 0.5) * np.pi / npts
freq = WP * np.tan(theta)
jacobian = WP / np.cos(theta) ** 2 * np.pi / npts
screened = G**2 * (1 / (freq - WP + 1j * eta) - 1 / (freq + WP - 1j * eta))
for w_ext in (-123.0, -112.0, -96.0, -81.0):
    green0 = 1 / (w_ext + freq - LEVEL - 1j * eta)
    sigma = 1j / (2 * np.pi) * np.sum(green0 * screened * jacobian)
    assert abs(sigma - G**2 / (w_ext - LEVEL + WP - 2j * eta)) < 1e-8

# One-shot GW: closed forms, sum rule, and the one-plasmon truncation
for g in (G, 24.0):
    s = (g / WP) ** 2
    root = math.sqrt(1 + 4 * s)
    x, w = gw_lines(WP, g)
    assert np.allclose(x, [WP * (root - 1) / 2, -WP * (root + 1) / 2], atol=1e-9)
    assert np.allclose(w, [(1 + 1 / root) / 2, (1 - 1 / root) / 2], atol=1e-6)
    assert abs(w.sum() - 1) < 1e-6               # no strength left for other lines
    e, v = np.linalg.eigh(np.array([[0.0, g], [g, WP]]))
    assert np.allclose(x, -e, atol=1e-9) and np.allclose(w, v[0] ** 2, atol=1e-6)
    x, w = gw_lines(WP, g, shift=s * WP)
    assert np.allclose(x, [s * WP, -WP], atol=1e-9)
    assert np.allclose(w, [1 / (1 + s), s / (1 + s)], atol=1e-6)

# Self-consistent GW: iterate the Dyson equation upward from a bare G
z = 3.0 + 4.0j
value = 1 / (z + NBOSON * WP)
for n in range(NBOSON - 1, -1, -1):
    value = 1 / (z + n * WP - G**2 * value)
sc = self_consistent_lines(WP, G)
assert abs(value - np.sum(sc[1] / (z - sc[0]))) < 1e-10
assert abs(sc[0][0] - sc[0][1] - WP) > 0.5       # satellite still misplaced

# Moments: first failure of GW is at fourth order
for g in (G, 24.0):
    s = (g / WP) ** 2
    sets = (exact_lines(LEVEL, WP, g), gw_lines(WP, g), self_consistent_lines(WP, g))
    for lines, pairings in zip(sets, (3, 1, 2)):
        scaled = [moment(lines, k) / WP**k for k in range(1, 5)]
        assert np.allclose(scaled, [0, s, -s, s + pairings * s**2], atol=1e-5)

# Cumulant from the double time integral against the exact hole amplitude
nodes, gauss = np.polynomial.legendre.leggauss(50)
nodes, gauss = (nodes + 1) / 2, gauss / 2


def cumulant(tau, wp, g):
    t1 = tau * nodes[:, None]
    t2 = t1 * nodes[None, :]
    area = tau * gauss[:, None] * t1 * gauss[None, :]
    return -g**2 * np.sum(area * np.exp(-1j * wp * (t1 - t2)))


def exact_amplitude(tau, wp, g):
    a, adag = boson_operators(NBOSON)
    return expm(-1j * tau * (wp * adag @ a + g * (a + adag)))[0, 0]


for g in (G, 24.0):
    s = (g / WP) ** 2
    for phase in (0.4, 1.7, np.pi, 5.0, 9.0):
        tau = phase / WP
        c2 = cumulant(tau, WP, g)
        assert abs(c2 - s * (np.exp(-1j * phase) - 1 + 1j * phase)) < 1e-10
        assert abs(np.exp(c2) - exact_amplitude(tau, WP, g)) < 1e-9

# Weak-coupling expansions
s = 1e-3
gx, gwt = gw_lines(WP, WP * math.sqrt(s))
ex, ewt = exact_lines(LEVEL, WP, WP * math.sqrt(s))
assert abs(((gx[0] - gx[1]) / WP - 1) / s - 2) < 0.01
assert abs((s - gwt[1]) / s**2 - 3) < 0.05
assert abs((s - ewt[1]) / s**2 - 1) < 0.01

# Worked example
S = (G / WP) ** 2
exact, gw = exact_lines(LEVEL, WP, G), gw_lines(WP, G)
aligned = gw_lines(WP, G, shift=S * WP)
print(f"bare level {LEVEL:.1f} eV, plasmon energy {WP:.1f} eV, coupling g {G:.1f} eV")
print(f"S = {S:.4f} (dimensionless); exact main-line shift S*wp = {exact[0][0]:.3f} eV")
for title, lines, count in (("exact", exact, 5), ("one-shot GW", gw, 2),
                            ("aligned GW", aligned, 2), ("self-consistent GW", sc, 5)):
    print(f"{title}: removal energy (eV), distance below main line (eV), weight")
    for n in range(count):
        print(f"  {n}  {LEVEL + lines[0][n]:10.3f}  {lines[0][0] - lines[0][n]:8.3f}"
              f"  {lines[1][n]:.5f}")
print(f"exact total satellite weight = {exact[1][1:].sum():.5f}")
centroid = np.sum(exact[1][1:] * (exact[0][0] - exact[0][1:])) / exact[1][1:].sum()
print(f"exact satellite centroid below main line = {centroid:.3f} eV")
print("fourth moment of x in units of wp^4:")
for title, lines in (("exact", exact), ("one-shot GW", gw), ("self-consistent GW", sc)):
    print(f"  {title}: {moment(lines, 4) / WP**4:.4f}")
half = np.pi / WP
half_fs = half * constants.hbar / constants.e * 1e15
print(f"half plasmon period = {half_fs:.4f} fs; modulus of hole amplitude there:")
print(f"  exact {abs(exact_amplitude(half, WP, G)):.5f}, "
      f"cumulant {abs(np.exp(cumulant(half, WP, G))):.5f}, "
      f"one-shot GW {abs(np.sum(gw[1] * np.exp(1j * gw[0] * half))):.5f}")
print("scan: S, one-shot GW separation/wp, aligned separation/wp,")
print("      one-shot GW satellite weight, exact first, exact total")
for s in (0.01, 0.1, 0.36, 1.0):
    g = WP * math.sqrt(s)
    p, q, r = gw_lines(WP, g), gw_lines(WP, g, shift=s * WP), exact_lines(LEVEL, WP, g)
    print(f"  {s:.2f}  {(p[0][0] - p[0][1]) / WP:.4f}  {(q[0][0] - q[0][1]) / WP:.4f}"
          f"  {p[1][1]:.5f}  {r[1][1]:.5f}  {r[1][1:].sum():.5f}")
print("checks complete")
```

Output:

```
bare level -100.0 eV, plasmon energy 15.0 eV, coupling g 9.0 eV
S = 0.3600 (dimensionless); exact main-line shift S*wp = 5.400 eV
exact: removal energy (eV), distance below main line (eV), weight
  0     -94.600     0.000  0.69768
  1    -109.600    15.000  0.25116
  2    -124.600    30.000  0.04521
  3    -139.600    45.000  0.00543
  4    -154.600    60.000  0.00049
one-shot GW: removal energy (eV), distance below main line (eV), weight
  0     -95.785     0.000  0.82009
  1    -119.215    23.431  0.17991
aligned GW: removal energy (eV), distance below main line (eV), weight
  0     -94.600     0.000  0.73529
  1    -115.000    20.400  0.26471
self-consistent GW: removal energy (eV), distance below main line (eV), weight
  0     -95.303     0.000  0.77320
  1    -114.343    19.040  0.20356
  2    -129.956    34.653  0.02221
  3    -144.999    49.696  0.00101
  4    -160.000    64.697  0.00002
exact total satellite weight = 0.30232
exact satellite centroid below main line = 17.862 eV
fourth moment of x in units of wp^4:
  exact: 0.7488
  one-shot GW: 0.4896
  self-consistent GW: 0.6192
half plasmon period = 0.1379 fs; modulus of hole amplitude there:
  exact 0.48675, cumulant 0.48675, one-shot GW 0.87297
scan: S, one-shot GW separation/wp, aligned separation/wp,
      one-shot GW satellite weight, exact first, exact total
  0.01  1.0198  1.0100  0.00971  0.00990  0.00995
  0.10  1.1832  1.1000  0.07742  0.09048  0.09516
  0.36  1.5620  1.3600  0.17991  0.25116  0.30232
  1.00  2.2361  2.0000  0.27639  0.36788  0.63212
checks complete
```
